# Heat loss of centrally heated membranes from two thermal resistances

## Question

Two thin membranes of the same film hang in vacuum from a frame held at the temperature $T_0$. Each carries a straight, narrow heater along its centre line, $x=0$. The frame edges, parallel to the heater, lie at $x=\pm L$ in the first membrane and at $x=\pm 2L$ in the second.

Let $\theta(x)$ be the steady temperature rise above $T_0$. The film has conductivity $k$, thickness $t$ and sheet conductance $K=kt$. Its two faces together lose the heat $g\theta$ per unit area and time. Both $K$ and $g$ are uniform and equal in the two membranes. The parameter to be found is $m=\sqrt{g/K}$.

The heater's rise $\theta_0$ is read over a central section of length $\ell$, in which the power $P$ is released. The thermal resistance is $R=\theta_0/P$, and $r=R(2L)/R(L)$. Conduction along the heater, the heater's own heat loss and all series resistances are neglected in parts (a) to (d).

**(a)** Find $\theta(x)$, the resistance $R(L)$, and the fraction of the heat that reaches the frame. Discuss weak and strong loss.

**(b)** Express $m$ through $r$ and $L$. For which $r$ does a solution exist, and is it unique? Show how $K$ and $g$ follow.

**(c)** Evaluate $m$, $k$, $g$ and the effective emissivity for $L=0.40$ mm, $\ell=2.0$ mm, $t=100$ nm, $T_0=300$ K, $R(L)=275$ K/mW and $R(2L)=380$ K/mW.

**(d)** Each resistance has an independent relative error of 0.5 %. Find the errors of $m$, $K$ and $g$, and the value of $mL$ at which $m$ is least sensitive to an error in $r$.

**(e)** Estimate how the main neglected effects would shift the recovered $m$.

## Model answers

### (a) Profile and resistance

Take a slice of width $dx$ and unit length along the heater. The conducted heat flow is $-K\theta'$. Inflow minus outflow is $K\theta''\,dx$, and in the steady state it equals the loss $g\theta\,dx$:

$$K\theta''=g\theta,\qquad \theta''=m^2\theta .$$

For $x>0$ the general solution is $a\sinh[m(L-x)]+b\cosh[m(L-x)]$. The condition $\theta(L)=0$ gives $b=0$, and $\theta(0)=\theta_0$ fixes $a$. By symmetry,

$$\theta(x)=\theta_0\,\frac{\sinh[m(L-|x|)]}{\sinh(mL)} .$$

The slope just to the right of the heater is $-m\theta_0\coth(mL)$. Equal heat flows leave on the two sides, so

$$\frac{P}{\ell}=2Km\,\theta_0\coth(mL).$$

With $\rho=R\ell$, the resistance for unit heater length,

$$\rho(L)=\frac{\tanh(mL)}{2Km},\qquad R(L)=\frac{\rho(L)}{\ell}.$$

At the frame the two flows sum to $2Km\theta_0/\sinh(mL)$. Division by $P/\ell$ gives the fraction $1/\cosh(mL)$.

For $mL\ll1$, $\rho\to L/(2K)$: two conducting strips in parallel, with nearly all the heat reaching the frame. For $mL\gg1$, $\rho\to1/(2Km)$: the heat is lost within a few decay lengths $1/m$, and the frame's position no longer matters.

### (b) Inversion

Write $u=mL$ and $T=\tanh u$. The factors $2Km$ and $\ell$ cancel in the ratio, and $\tanh 2u=2T/(1+T^2)$, so

$$r=\frac{\tanh 2u}{\tanh u}=\frac{2}{1+T^2}.$$

Hence $T^2=2/r-1$. Since $u>0$, the positive root applies:

$$\boxed{\tanh(mL)=\sqrt{\frac2r-1}}$$

Call the right-hand side $s$. From $s=(e^{2u}-1)/(e^{2u}+1)$ follows $e^{2u}=(1+s)/(1-s)$, and therefore

$$m=\frac{1}{2L}\ln\frac{1+s}{1-s}.$$

As $u$ runs from zero to infinity, $T$ rises from 0 to 1 and $r$ falls steadily from 2 to 1. Each $r$ with $1<r<2$ thus has one positive solution. A reading outside this interval signals measurement error or a broken assumption. The longer membrane must stand in the numerator: the inverse ratio is below 1 and would require a hyperbolic tangent above 1.

The ratio fixes $m$ alone, because $K$ has cancelled. One absolute resistance supplies the rest:

$$K=\frac{s}{2m\rho(L)},\qquad g=m^2K .$$

### (c) Numbers

The ratio is $r=380/275=1.3818$, so $2/r-1=0.4474$ and $s=0.6689$. Then

$$mL=\tfrac12\ln\frac{1.6689}{0.3311}=0.809,\qquad m=\frac{0.809}{0.40\ \text{mm}}=2.02\ \text{mm}^{-1}.$$

The decay length is $1/m=0.495$ mm. With $\rho(L)=(275\times10^3\ \text{K/W})(2.0\times10^{-3}\ \text{m})=550$ K m/W,

$$K=\frac{0.6689}{2(2022\ \text{m}^{-1})(550\ \text{K m/W})}=3.01\times10^{-7}\ \text{W/K}.$$

Division by $t$ gives $k=3.01$ W/(m K), and $g=m^2K=1.23$ W/(m² K).

If the loss is purely radiative and the surroundings are black at $T_0$, each face emits the net flux $\varepsilon\sigma[(T_0+\theta)^4-T_0^4]\approx4\varepsilon\sigma T_0^3\theta$. Two faces give $g=8\varepsilon\sigma T_0^3$, so $\varepsilon=g/(8\sigma T_0^3)=0.100$.

The fraction of heat reaching the frame is 74 % in the short membrane and 38 % in the long one. Without loss both fractions would be 100 %, and $r$ would be 2 whatever the value of $K$. A grid solution of the heat equation with the recovered $K$ and $g$ returns $\rho=550.0$ and $760.0$ K m/W, the two input values. Further figures stand in the numerical output.

### (d) Errors and the best length

Differentiate $\ln r=\ln2-\ln(1+T^2)$, using $dT/du=1-T^2$:

$$\frac{d\ln r}{du}=-\frac{2T(1-T^2)}{1+T^2}=-\frac{2\tanh u}{\cosh 2u},$$

because $(1-T^2)/(1+T^2)=1/\cosh2u$. With $L$ known, $d\ln m=du/u$, and

$$d\ln m=-A\,d\ln r,\qquad A=\frac{\cosh2u}{2u\tanh u}.$$

For small $u$, $A\approx1/(2u^2)$: hardly any heat is lost, and $r$ sits near 2. For large $u$, $A\approx e^{2u}/(4u)$: neither membrane feels its frame, and $r$ sits near 1. Between these limits, setting the derivative of $\ln A$ to zero gives

$$2\tanh2u=\frac1u+\frac{2}{\sinh2u}.$$

The left side rises and the right side falls, so there is one root, $u=0.868$, where $A=2.41$. The example, at $u=0.809$, has $A=2.42$ and is close to this optimum. At $u=0.2$ and $u=2.5$ the factor is about 14 and 15. The optimum holds for a length ratio of two and a fixed relative error of $r$.

For $K=\tanh u/[2m\rho(L)]$, the logarithmic derivative of $\tanh u$ is $1/(\sinh u\cosh u)=2/\sinh2u$. With $c=2u/\sinh2u=0.668$,

$$d\ln K=(c-1)\,d\ln m-d\ln\rho(L),$$

$$d\ln g=2\,d\ln m+d\ln K=(c+1)\,d\ln m-d\ln\rho(L).$$

Let $\delta_1$ and $\delta_2$ be the relative errors of $R(L)$ and $R(2L)$, with $\ell$ taken as known. Since $d\ln r=\delta_2-\delta_1$,

$$\begin{aligned}
d\ln m&=2.42\,\delta_1-2.42\,\delta_2,\\
d\ln K&=-1.80\,\delta_1+0.80\,\delta_2,\\
d\ln g&=3.04\,\delta_1-4.04\,\delta_2 .
\end{aligned}$$

Independent errors add in quadrature. For 0.5 % each, the relative errors are 1.7 % for $m$, 1.0 % for $K$ and 2.5 % for $g$. A calibration error common to both resistances leaves $m$ unchanged, but shifts $K$ and $g$ by the same relative amount in the opposite direction.

### (e) Neglected effects

For each effect, compute the two resistances with the effect included, using the $K$ and $g$ of part (c), and invert them with the formula of part (b). The relative departure from the original $m$ is the bias.

**Unequal films.** Let the long membrane be 1 % thicker, with a loss proportional to thickness, the limit of very weak absorption. Then $K$ and $g$ both rise by 1 %, its $m$ is unchanged, and $\rho(2L)$ falls by 1 %. The factor $A$ turns this into a bias of $+2.4$ %. With $c_2=4u/\sinh4u=0.255$, this splits into $A(1+c_2)/2$, or $+1.5$ %, from $K$ alone and $A(1-c_2)/2$, or $+0.9$ %, from $g$ alone. A film with an emissivity near 0.1 can gain loss more slowly than thickness; its bias then lies between 1.5 % and 2.4 %.

**Heater width.** An isothermal heater of width $b=5$ µm that radiates like the film gives

$$\rho=\frac{1}{2Km\coth[m(L-b/2)]+gb},$$

with $2L$ in place of $L$ for the long membrane. The shortened conduction path matters more in the short membrane and raises $r$; the heater's own loss matters more in the long one and lowers $r$. The first wins, and the bias is $-0.5$ %.

**Voltage leads.** Let two metal leads, each 1 µm wide, 50 nm thick and of conductivity 50 W/(m K), cross one half of the membrane each. One lead has $K_l=2.5\times10^{-12}$ W m/K. Multiplying the heat equation by $\theta$ and integrating shows that the power times $\theta_0$ equals the integral of $K\theta'^2+g\theta^2$ over the film. At fixed $\theta_0$ this integral is stationary under small changes of profile. To first order, a lead therefore adds the conductance

$$K_l\int_0^L\frac{\theta'^2}{\theta_0^2}\,dx=\frac{K_lm}{2}\left[\coth u+\frac{u}{\sinh^2u}\right].$$

If the heat of both leads is charged to the sensed section, the bias is $-0.2$ %. For leads at the ends of the section this overstates the size: they draw about half of their heat from the heater beyond it, and the bias is near $-0.1$ %.

**Nonlinearity.** At $P=10$ µW the linear model gives rises of 2.75 K and 3.80 K. Take the full fourth-power law at constant emissivity, and let $k$ rise by an assumed 0.05 % per kelvin:

$$\frac{d}{dx}\left[K(1+\beta\theta)\frac{d\theta}{dx}\right]=2\varepsilon\sigma\left[(T_0+\theta)^4-T_0^4\right].$$

Numerical solution gives a bias of $+0.82$ %, and $+0.41$ % at half the power. In this model a linear extrapolation to zero power removes nearly all of it. Almost all of the bias comes from the radiation term. A real film emits selectively and its emissivity changes with temperature, so the size differs from this grey estimate.

**Cold heater ends.** Let the heater and the film be 8 mm long, with the ends of both held at $T_0$ and uniform heating along the heater. Expand the rise in $\cos\kappa_ny$, with $\kappa_n=(2n+1)\pi/(8\ \text{mm})$ and $y$ measured from the middle. Each term decays across the film with $\mu_n=\sqrt{m^2+\kappa_n^2}$ in place of $m$. The metal strip, of conductance $K_s=1.25\times10^{-11}$ W m/K, adds $K_s\kappa_n^2$ to the heat balance at the heater:

$$\rho=\sum_{n\ge0}\frac{4(-1)^n}{(2n+1)\pi}\,\frac{\sin(\kappa_n\ell/2)}{\kappa_n\ell/2}\,\frac{1}{2K\mu_n\coth(\mu_nL)+K_s\kappa_n^2}.$$

The first factor expands the uniform heating; the second averages over the sensed section. The bias is $+0.02$ %.

**Series resistance.** Take a silicon frame of conductivity 150 W/(m K), and assume that the heat path through it on each side is about as long as it is wide. Each side then has the resistance $1/k_{\rm Si}$ for unit heater length, and the two in parallel make $1/(2k_{\rm Si})$. Only the fraction $1/\cosh(mL)$ of the heat reaches the frame, and the same fraction of the edge's rise is felt at the heater. The frame thus adds $1/[2k_{\rm Si}\cosh^2(mL)]$ to $\rho$: 0.0018 K m/W in the short membrane and, with $2L$, 0.0005 K m/W in the long one. A heater contact of $10^{-8}$ m² K/W contributes that value divided by $b$. This is 0.002 K m/W in both membranes. The combined bias is about 0.001 %; it grows with a longer frame path, to 0.002 % for a path three times as long.

**Residual gas.** Gas loss belongs to $g$, so it does not falsify $m$ as the total loss parameter, but it does enter $\varepsilon$. In nitrogen at $10^{-5}$ Torr, molecules of mass $M$ strike each face at the rate $p/\sqrt{2\pi Mk_BT_0}$ per unit area. With full accommodation each removes $3k_B\theta$: $2k_B\theta$ of translational energy, weighted by the arrival rate, and $k_B\theta$ of rotational energy. Both faces lose 0.0032 W/(m² K), or 0.26 % of $g$.

**Temperature across the film.** The Biot number $(g/2)t/k$ is $2\times10^{-8}$, so the rise is uniform through the thickness.

**The real case.** The readings are chosen values, not measurements. They lie in the regime of a silicon nitride membrane about 100 nm thick near room temperature, for which a conductivity of about 3 W/(m K) and an effective emissivity of about 0.1 are rough typical values. Both depend on the film, and the emissivity also on its thickness. Real pairs of membranes are not perfectly equal, and among the effects sized here a 1 % mismatch in thickness moves $m$ most. The resulting shift of 1.5 % to 2.4 % is comparable with the 1.7 % error due to the readings, and repeating the measurement on the same pair does not reduce it. The edge distances matter about as much: if the short membrane's $L$ alone is 4 µm (1 %) larger than assumed, $m$ shifts by $cA\times1$ %, or $+1.6$ %.

## Values computed for the example and the checks

```
L = 0.40 mm, 2L = 0.80 mm
sensed heater length = 2.0 mm
film thickness = 100 nm, T0 = 300 K
R(L) = 275 K/mW, R(2L) = 380 K/mW
rho(L) = 550.0 K m/W, rho(2L) = 760.0 K m/W
r = 1.38182, 2/r - 1 = 0.44737
tanh(mL) = 0.66886, mL = 0.80867
m = 2.0217 1/mm, decay length 1/m = 494.6 um
K = 0.3008 uW/K, k = 3.008 W/mK
g = 1.2293 W/m2K, effective emissivity = 0.1004
swapped ratio 1/r = 0.7237 would need tanh = 1.3280
grid check: rho(L) = 550.000, rho(2L) = 760.000 K m/W
heat reaching frame: L 74.3 %, 2L 38.2 %
grid ratios r at mL = 0.2, 0.8, 2.5: 1.92501, 1.38798, 1.01348
error amplification A = 2.421, c = 0.6682
best mL = 0.8680, smallest A = 2.406
A at mL = 0.2: 13.69, at mL = 2.5: 15.04
reading error of each R = 0.5 %
resulting errors: m 1.71 %, K 0.99 %, g 2.53 %
heater width = 5 um, length = 8 mm
metal: 50 nm thick, 50 W/mK, lead width 1 um
power in sensed section = 10 uW
linear-model rise: L 2.75 K, 2L 3.80 K
conductivity slope = 0.050 %/K
bias of m, 1 % thickness mismatch: +2.43 %
bias of m, heater width and radiation: -0.51 %
bias of m, cold heater ends: +0.0166 %
bias of m, two voltage leads: -0.207 %
bias of m, nonlinear loss and k(T): +0.824 %
same at half the power: +0.413 %
silicon k = 150 W/mK, contact = 1e-08 m2K/W
series rho = 0.00533 K m/W, bias of m: +0.00065 %
nitrogen pressure = 1e-05 Torr
gas loss, both faces = 0.00317 W/m2K, share of g = 0.258 %
Biot number across thickness = 2.04e-08
```
